\section*{Square-root saturation analysis of transistors with density-dependent mobility}

\section*{The device and the conventions}

An organic thin-film transistor has channel width $W$, length $L$ and insulator capacitance per area $C$. It conducts by holes; all voltages and currents below are magnitudes. The source is at zero potential, $p(x)$ is the channel potential at distance $x$ from the source, and the drain is at $V_D$. The source-end overdrive is $V=V_G-V_T$, with a constant threshold $V_T$. In the gradual-channel approximation the sheet charge at $x$ is $Cu$, where $u=V-p(x)$ is the local overdrive.

The mobility is sheet conductance divided by sheet charge, and it depends on the local charge:
\begin{equation}
\mu(u)=K u^{\gamma},\qquad \gamma>-1 .
\label{law}
\end{equation}
At the source this is $\mu(V)=K(V_G-V_T)^\gamma$. Contacts are ideal and diffusion is neglected until part (e). The saturation analysis takes the local slope of $\sqrt I$ against $V_G$ and reports
\begin{equation}
\mu_{\rm sat}=\frac{2L}{WC}\left(\frac{d\sqrt I}{dV_G}\right)^2 .
\label{def}
\end{equation}

\section*{Part (a): the current}

\textbf{Question.} For a general $\mu(u)$, find the saturation current and its derivative with respect to $V_G$. Where in the channel does the approximation fail?

\textbf{Answer.} The current is width times sheet charge times mobility times field. Since $V$ is constant along the channel, $dp=-du$, and
\begin{equation}
I=WCu\,\mu(u)\frac{dp}{dx}=-WCu\,\mu(u)\frac{du}{dx}.
\end{equation}
In steady state $I$ is the same at every $x$. For $V_D\ge V$ the overdrive falls from $V$ at the source to zero at pinch-off, which is placed at $x=L$. Integrating, and using the minus sign to exchange the limits,
\begin{equation}
I=\frac{WC}{L}\int_0^V\mu(u)\,u\,du .
\label{current}
\end{equation}
The gate voltage enters through the upper limit alone, so
\begin{equation}
\frac{dI}{dV_G}=\frac{WC}{L}\,\mu(V)\,V .
\label{gm}
\end{equation}
The current contains the mobility at every density in the channel, but its derivative contains the source-end value.

For the power law, integrating from $x$ to the drain gives $I(L-x)=WCK\,u^{\gamma+2}/(\gamma+2)$. Dividing by the same relation at $x=0$,
\begin{equation}
u(x)=V\left(1-\frac{x}{L}\right)^{1/(\gamma+2)} .
\end{equation}
For $\gamma>-1$ the exponent is below one, so the field diverges at $x=L$. The gradual-channel approximation therefore fails close to pinch-off; part (e) estimates the consequence.

\section*{Part (b): what the analysis returns}

\textbf{Question.} Express $\mu_{\rm sat}/\mu(V)$ for a general $\mu(u)$, and evaluate it for the power law.

\textbf{Answer.} From $d\sqrt I/dV_G=(dI/dV_G)/(2\sqrt I)$, equation (\ref{def}) becomes
\begin{equation}
\mu_{\rm sat}=\frac{L}{2WC}\,\frac{(dI/dV_G)^2}{I}.
\label{alt}
\end{equation}
Inserting (\ref{current}) and (\ref{gm}), the prefactors cancel:
\begin{equation}
\mu_{\rm sat}=\frac{\mu(V)^2V^2}{2\int_0^V\mu\,u\,du}
=\frac{\mu(V)^2}{\bar\mu},\qquad
\bar\mu=\frac{2}{V^2}\int_0^V\mu(u)\,u\,du .
\label{general}
\end{equation}
The weight $2u/V^2$ integrates to one, so $\bar\mu$ is a mean mobility weighted by overdrive. Hence
\begin{equation}
\frac{\mu_{\rm sat}}{\mu(V)}=\frac{\mu(V)}{\bar\mu}.
\end{equation}
The analysis overestimates the source-end mobility when that mobility exceeds the mean. For the power law,
\begin{equation}
\bar\mu=\frac{2K}{V^2}\,\frac{V^{\gamma+2}}{\gamma+2}
=\frac{\mu(V)}{1+\gamma/2},
\end{equation}
and therefore
\begin{equation}
\boxed{\;\mu_{\rm sat}=\left(1+\frac{\gamma}{2}\right)\mu(V)\;}
\label{main}
\end{equation}
For $\gamma=0$ the analysis is correct; for $-1<\gamma<0$ it underestimates.

A numerical solution of the continuity equation, marched from drain to source through 1000 cells, gives factors 1.2998 for $\gamma=0.6$ and 1.7489 for $\gamma=1.5$. Equation (\ref{main}) gives 1.3 and 1.75; the differences are below the 0.2\% allowed for the discretization.

The result requires the mobility to follow the local charge. If instead $\mu(V)$ is assigned to the whole channel, then $I=(WC/2L)\,KV^{\gamma+2}$. The slope of $\sqrt I$ gains a factor $(\gamma+2)/2$ over its value at constant mobility, and squaring gives $\mu_{\rm sat}=(1+\gamma/2)^2\mu(V)$. That picture includes the thinning of the charge toward the drain, which gives the factor 1/2 in the current, but ignores the fall in mobility that the thinning causes.

\section*{Part (c): the false threshold and other estimates}

\textbf{Question.} Where does the tangent to $\sqrt I$ cut the $V_G$ axis? How can $\mu(V)$ be recovered, and what does the linear-regime transconductance give?

\textbf{Answer.} The power-law current is $I=WCKV^{\gamma+2}/[L(\gamma+2)]$, so
\begin{equation}
\frac{I}{dI/dV_G}=\frac{V_G-V_T}{\gamma+2}.
\label{recover}
\end{equation}
The tangent cuts the axis at
\begin{equation}
V_{\rm tan}=V_G-\frac{\sqrt I}{d\sqrt I/dV_G}
=V_G-\frac{2I}{dI/dV_G}
=V_T+\frac{\gamma}{\gamma+2}V .
\end{equation}
This locates the error. Equation (\ref{alt}) can be written
\begin{equation}
\mu_{\rm sat}=\frac{L}{WC}\,\frac{dI/dV_G}{V_G-V_{\rm tan}},
\quad\text{whereas}\quad
\mu(V)=\frac{L}{WC}\,\frac{dI/dV_G}{V_G-V_T}
\label{direct}
\end{equation}
by (\ref{gm}). The analysis divides the right transconductance by too small an overdrive when $\gamma>0$. To recover $\mu(V)$, plot the left side of (\ref{recover}) against $V_G$: the slope is $1/(\gamma+2)$, and the line crosses the $V_G$ axis at $V_T$. Then use the second form in (\ref{direct}). This recipe needs ideal contacts: with the constant 50 k$\Omega$ source resistance considered in part (e) and the device of part (d), a fit from $V_G=25$ to 45 V returns $V_T=6.1$ V and $\gamma=0.44$, and the mobility at 45 V comes out 7.5\% below $\mu(V)$, or 6\% below the mobility at the reduced overdrive $V-IR$.

The ratio estimate $2LI/(WCV^2)$ equals $\bar\mu$, by (\ref{current}) and (\ref{general}). For $\gamma>0$ it is too low by the same factor by which $\mu_{\rm sat}$ is too high; for $\gamma<0$ it is too high and $\mu_{\rm sat}$ too low, again by equal factors.

In the linear regime, $V_D<V$, the lower limit of the current integral is $V-V_D$. Differentiating both limits at fixed $V_D$,
\begin{equation}
\mu_{\rm lin}=\frac{L}{WCV_D}\frac{\partial I}{\partial V_G}
=K\,\frac{V^{\gamma+1}-(V-V_D)^{\gamma+1}}{V_D}
\;\longrightarrow\;(1+\gamma)\,\mu(V)
\end{equation}
as $V_D\to0$. This is the differential mobility $d(\mu u)/du$ at $u=V$. In this model, for $\gamma\neq0$, the linear analysis at small $V_D$ and the saturation analysis disagree even with ideal contacts.

\section*{Part (d): a numerical case}

\textbf{Question.} Take $W=1000~\mu$m, $L=50~\mu$m, 200 nm of silicon dioxide ($C=17.27$ nF/cm$^2$), $V_T=5$ V, $V_G=45$ V, $V_D=60$ V, $\gamma=0.6$ and $\mu(V)=0.100$ cm$^2$/Vs. Find the apparent mobility, and compare it with a straight-line fit over a range of $V_G$.

\textbf{Answer.} Here $V=40$ V, below $V_D$, so the device is saturated. With $W/L=20$,
\begin{align}
I&=\frac{20\,(1.727\times10^{-8})(0.100)(40)^2}{2.6}\ \text{A}=21.25~\mu\text{A},\\
\frac{dI}{dV_G}&=20\,(1.727\times10^{-8})(0.100)(40)\ \text{A/V}=1.381~\mu\text{A/V},\\
\mu_{\rm sat}&=\frac{(1.381\times10^{-6})^2}{2(20)(1.727\times10^{-8})(21.25\times10^{-6})}=0.130~\text{cm}^2/\text{Vs}.
\end{align}
The overestimate is 30\% of the source-end value. The ratio estimate is 0.077 cm$^2$/Vs, and the linear analysis at $V_D=1$ V gives 0.159 cm$^2$/Vs. The tangent threshold is $5+(0.6/2.6)\,40=14.2$ V.

A least-squares line through $\sqrt I$ at 21 equally spaced gate voltages from 25 to 45 V gives 0.109 cm$^2$/Vs and a threshold of 11.7 V. The true mobility at mid-range, $V_G=35$ V, is $0.100\,(30/40)^{0.6}=0.084$ cm$^2$/Vs. The fit exceeds this by 29\%, but exceeds the value at 45 V by 9\%. The line averages a slope that varies as $V^{\gamma/2}$, so its error has no meaning until the density of comparison is named.

\section*{Part (e): a real device}

\textbf{Question.} Relate $\gamma$ to an exponential tail of trap states, and estimate how far neglected effects move the factor 1.30.

\textbf{Answer.} Let the charge occupy one molecular layer, mostly in a tail with density of states proportional to $e^{E/kT_0}$ below a transport edge at $E=0$, where $E$ is hole energy. With $E=E_F+y$, the trapped density is
\begin{equation}
n\propto e^{E_F/kT_0}\int_{-\infty}^{-E_F}\frac{e^{y/kT_0}}{1+e^{y/kT}}\,dy .
\end{equation}
For $T<T_0$ and $E_F$ far below the edge, the upper limit may be replaced by infinity, so $n\propto e^{E_F/kT_0}$. The mobile density varies as $e^{E_F/kT}\propto n^{T_0/T}$. The effective mobility is proportional to the mobile fraction, hence to $n^{T_0/T-1}$, and
\begin{equation}
\gamma=\frac{T_0}{T}-1 .
\end{equation}
With $T_0=480$ K, $\gamma=0.6$ at 300 K. In this limit, at fixed $T_0$, the factor is 1.36 at 280 K and 1.21 at 340 K.

For an assumed $2\times10^{14}$ tail states per cm$^2$, the source density $4.3\times10^{12}$ cm$^{-2}$ fills 2.2\% of the tail and puts $E_F$ 0.19 eV from the edge. The finite upper limit then matters: counting trapped charge alone, the local exponent is 0.65 at the source and falls toward 0.60 at the drain, and the factor is 1.32 (1.37 at 280 K, 1.24 at 340 K). The mobile carriers, left out of $n$ here, act the other way: with $2\times10^{14}$ states per cm$^2$ at the edge they are 3\% of the charge, the exponent is 0.62 and the factor 1.31; with $10^{15}$ the exponent is 0.52 and the factor 1.27.

\textit{Source contact.} A resistance $R$ reduces the source overdrive to $V_i=V-IR$, so $I\propto V_i^{\gamma+2}$. Differentiating, $I'=g(1-RI')$ with $g=(\gamma+2)I/V_i$, hence $I'=g/(1+gR)$. Equation (\ref{alt}) then gives
\begin{equation}
\frac{\mu_{\rm sat}}{\mu(V)}=\left(1+\frac{\gamma}{2}\right)
\frac{(1-IR/V)^\gamma}{(1+gR)^2}.
\end{equation}
For an assumed $R=50$ k$\Omega$ the current is 19.9 $\mu$A and the drop 1.0 V. The factor falls to 1.13: a drop of 2.5\% of the overdrive hides more than half of the overestimate.

\textit{Threshold drift.} If bias stress moves the threshold in proportion to $V$, by 1 V at $V=40$ V, the overdrive becomes $(1-s)V$ with $s=0.025$. The factor, still taken relative to the mobility at the nominal overdrive $V$, is multiplied by $(1-s)^{\gamma+2}$ and becomes 1.22.

\textit{Pinch-off.} An assumed pinched length of 30 nm per volt of $V_D-V$ removes 0.60 $\mu$m of channel. It raises the current but shrinks as $V_G$ rises at fixed $V_D$; the net factor is 1.29.

\textit{Diffusion.} Since $n\propto e^{E_F/kT_0}$, diffusion multiplies the integrand of (\ref{current}) by $1+kT_0/(eu)$. With $kT_0=41.4$ meV this adds 0.17\% to the current and leaves the factor at 1.30.

\textit{Oxide.} The field is 2.25 MV/cm, against a breakdown field of roughly 10 MV/cm. For a triangular barrier of 3 eV and mass $0.5\,m_e$, the tunnelling factor is about $e^{-112}$, so leakage by this path is negligible.

These parameters are rough values for a polythiophene transistor; 0.1 cm$^2$/Vs belongs to a good film, and contact resistance varies widely between devices. Among contact resistance, threshold drift, pinch-off and diffusion, contact resistance moves the factor most at the assumed sizes, followed by threshold drift. In the forms assumed here both act against the overestimate, so an apparent mobility close to the true one may result from cancelling errors. This is not a general rule: in this example, a contact resistance of 50 k$\Omega$ at $V=40$ V that falls with overdrive faster than about $V^{-3}$ raises the factor above 1.30 instead, while a slower fall still lowers it. The single-layer assumption is also approximate: a continuum estimate with relative permittivity 3 leaves 17\% of the source-end charge beyond a first layer 1.6 nm thick, and a larger fraction toward the drain, where the charge is thinner. This spreading raises the factor. If the same tail of states fills successive charge sheets 1.6 nm apart, the factor for a pure exponential tail is 1.35 for two layers and 1.43 for thirty; in the limit of a thick continuum the exponent becomes $2(T_0/T-1)=1.2$ and the factor 1.6. Keeping the finite upper limit for the trapped charge raises these factors to 1.37, 1.46 and about 1.66. The value 1.30 therefore belongs to charge confined to one layer. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
W = 1000 um, L = 50 um
oxide thickness = 200 nm
capacitance C = 17.27 nF/cm2
VT = 5 V, VG = 45 V, VD = 60 V, V = 40 V
T = 300 K, T0 = 480 K, gamma = 0.600
source-end mobility = 0.1000 cm2/Vs
source hole density = 4.311e+12 cm^-2
source sheet charge = 0.691 uC/cm2
saturation current = 21.25 uA
transconductance dI/dVG = 1.381 uA/V
square-root mobility = 0.1300 cm2/Vs
overestimate factor = 1.3000
factor, marched channel, gamma 0.6 = 1.2998
factor, marched channel, gamma 1.5 = 1.7489
factor, non-power-law test mobility = 1.1207
ratio (mean) mobility = 0.0769 cm2/Vs
direct estimate from dI/dVG = 0.1000 cm2/Vs
linear-regime mobility, VD 1 V = 0.1588 cm2/Vs
factor if mobility uniform in channel = 1.6900
tangent threshold = 14.23 V
line fit, VG 25 to 45 V: 0.1088 cm2/Vs
line-fit threshold = 11.68 V
true mobility at mid-range VG = 0.0841 cm2/Vs
line fit / true at mid-range = 1.2932
line fit / true at top of range = 1.0882
assumed tail states = 2.0e+14 cm^-2
tail filling = 2.16 %
Fermi level from band edge = 0.188 eV
local exponent at this filling = 0.654
T = 280 K: gamma = 0.714, factor = 1.357
T = 340 K: gamma = 0.412, factor = 1.206
assumed source resistance = 50 kohm
current with contact = 19.90 uA
source contact drop = 1.00 V
factor with contact = 1.1261
assumed threshold drift in sweep = 1.0 V
factor with drift = 1.2172
assumed pinch-off rate = 30 nm/V
pinched length = 0.60 um
factor with channel shortening = 1.2913
tail width kT0 = 41.4 meV
diffusion adds to current = 0.168 %
factor with diffusion = 1.3005
mean lateral field = 0.0080 MV/cm
assumed hop length = 1.5 nm
field gain of mobility = 0.0090 %
continuum charge depth = 0.32 nm
assumed layer thickness = 1.6 nm
charge outside first layer = 16.6 %
oxide field at source = 2.25 MV/cm
assumed barrier = 3.0 eV, mass = 0.5 m_e
tunnelling exponent = 112
\end{verbatim}
